Why added ligand vapour slows precursor decomposition

**Question.** A precursor vapour decomposes by first losing a neutral ligand, and the loss is reversible. Adding vapour of the same free ligand slows the decomposition, although it does nothing to strengthen the bond that has to break. Why does this happen, and when is the rate inversely proportional to the ligand concentration?

**Answer.**

**The mechanism**

Call the intact precursor P, the free ligand L, and the fragment left after ligand loss I. The fragment has an open coordination site. It can take a ligand back, or it can react further in a way that cannot be undone:

P → I + L, rate constant k1
I + L → P, rate constant kr
I → products, rate constant k2

The constants k1 and k2 are probabilities per unit time. The recapture constant kr multiplies a concentration, so it is kr[L] that is a probability per unit time and can be compared with k2. The algebra below holds in any consistent units, atomic units included, with Boltzmann's constant kB written out.

The added ligand leaves k1 alone: each intact molecule still opens k1 times per unit time on average. What changes is the fate of the open fragment. It faces two competing events, recapture at rate kr[L] and forward reaction at rate k2. For independent events with constant rates, the chance that a given one comes first is its share of the total rate. The chance of going forward is therefore

φ = k2/(k2 + kr[L]).

More ligand means that more openings are wasted. If each opening succeeds with probability φ, the average number of openings needed for one decomposition is 1/φ. With

x = kr[L]/k2

this number is

1/φ = 1 + x.

The quantity x compares the two fates of the fragment, and the question about inverse proportionality is a question about its size.

**The rate from a steady-state intermediate**

Assume a uniform gas at fixed temperature and fixed total pressure, so that added ligand replaces carrier gas. Assume also that [L] stays constant, that P has no other way to decompose, and that L does not attack P. The balances are

d[P]/dt = −k1[P] + kr[L][I]
d[I]/dt = k1[P] − (kr[L] + k2)[I].

The fragment is made slowly and removed quickly if k1 is much smaller than kr[L] + k2. If [P] is treated as frozen for a moment and [I] starts from zero, the second equation gives

[I] = k1[P]/(kr[L] + k2) × {1 − exp(−(kr[L] + k2)t)}.

After a few times 1/(kr[L] + k2) the exponential has died out, while [P] has hardly changed. From then on [I] follows [P] at the value where gain and loss nearly cancel:

[I] = k1[P]/(kr[L] + k2).

Products form at the rate k2[I], so

rate = k_eff[P], k_eff = k1k2/(kr[L] + k2).

Dividing numerator and denominator by k2 gives

k_eff = k1/(1 + x), x = [L]/L*, L* = k2/kr.

This is the opening rate k1 times the success probability φ, as the mechanism requires. At the crossover concentration L* half of the openings succeed.

**When the rate is inversely proportional to ligand**

For x ≪ 1 the denominator is close to 1 and k_eff ≈ k1. Nearly every opening leads to decomposition, and a little more ligand makes almost no difference.

For x ≫ 1 the 1 in the denominator can be dropped:

k_eff ≈ k1/x = k1k2/(kr[L]).

This is the inverse law. Its condition is kr[L] ≫ k2: recapture must be much faster than the forward reaction. The constants k1 and kr now enter through their ratio alone, which is the equilibrium constant of ligand loss. The first step is close to equilibrium, and added ligand pushes that equilibrium back towards P.

To see how gradual the change is, define the local order n as the slope of ln k_eff against ln[L]. Since ln k_eff = ln k1 − ln(1 + x), and x is proportional to [L],

n = −x d ln(1 + x)/dx = −x/(1 + x).

The order is −1/2 at x = 1 and −0.9 at x = 9. It approaches −1 without reaching it at any finite concentration. The pure inverse law k1/x overestimates k_eff by the factor (1 + x)/x, which is 10/9 at x = 9. "Inversely proportional" is thus a limit, and how much ligand it takes depends on the accuracy wanted.

**How good is the steady state?**

For constant [L] the balances are linear and can be solved without the approximation. Write a = kr[L] and look for a solution in which both concentrations decay as exp(−λt):

(k1 − λ)[P] = a[I]
(a + k2 − λ)[I] = k1[P].

Multiplying the two equations and cancelling [P][I] gives (k1 − λ)(a + k2 − λ) = k1a. Expanding, the terms k1a cancel, and

λ² − Sλ + k1k2 = 0, S = k1 + k2 + a.

The smaller root governs the long-time decay:

λ = {S − √(S² − 4k1k2)}/2.

Expanding the root for 4k1k2 ≪ S² gives

λ ≈ (k1k2/S)(1 + k1k2/S²).

Now let k1 be small and set σ = a + k2, so that S = σ + k1 and 1/S ≈ (1/σ)(1 − k1/σ). The steady-state value is k_eff = k1k2/σ. To first order in k1,

λ/k_eff ≈ 1 − k1/σ + k1k2/σ² = 1 − k1a/(a + k2)²,

where the last step uses σ − k2 = a. Because (a + k2)² − 4ak2 = (a − k2)² cannot be negative, a/(a + k2)² is at most 1/(4k2). To this order, the error relative to k_eff is at most k1/(4k2) in size.

If k1 is not small, fragments accumulate and the formula can fail. Take k1 = 50k2 and no ligand. The steady-state formula predicts decay at k1, but the slow step is now k2, and the prediction is 50 times too fast. With kr[L] = 5000k2 the same formula is only 1% too high, because fast recapture keeps the fragment scarce. The general condition follows from λ ≈ k1k2/S: the inverse law needs kr[L] ≫ k1 + k2, which reduces to kr[L] ≫ k2 when k1 ≪ k2.

The mean lifetime τ of a molecule that starts as P needs no approximation at all at constant [L]. Let T_P and T_I be the average total times it spends as P and as I. It must finally leave through the forward step, so k2T_I = 1. Integrating the balance for I over all time, with [I] zero at both ends, gives k1T_P = (a + k2)T_I. Hence

τ = T_P + T_I = (a + k2)/(k1k2) + 1/k2 = (k1 + k2 + kr[L])/(k1k2).

A plot of τ against [L] is a straight line. Its intercept divided by its slope is (k1 + k2)/kr, which is close to L* when k1 ≪ k2. Measured lifetimes can therefore locate the crossover even if the inverse regime is never reached, provided the mechanism holds.

**A worked example**

Take round parameters in the rough regime of a metal alkyl that carries a phosphine ligand, firmly bound at room temperature but lost within about a second at 500 K. The phosphine leaves, and the open fragment then decomposes by beta-hydrogen elimination, the transfer of a hydrogen atom from the alkyl group to the metal. No particular compound is meant. The gas is at 500 K and 100 Torr, with 0.01 Torr of precursor, and kBT = 0.043087 eV. Ligand loss has prefactor 10¹⁵ 1/s and barrier 1.5 eV; the forward step has 10¹³ 1/s and 0.8 eV:

k1 = 10¹⁵ exp(−1.5/0.043087) = 0.760 1/s
k2 = 10¹³ exp(−0.8/0.043087) = 8.64×10⁴ 1/s.

Recapture is taken as barrierless, with kr = 10¹⁰ nm³/s. An ideal gas at 1 Torr and 500 K holds 1.931×10⁻⁵ molecules per nm³, so recapture proceeds at 1.931×10⁵ 1/s for each Torr of ligand. The crossover pressure is

p* = 8.64×10⁴/(1.931×10⁵) = 0.447 Torr, or about 60 Pa.

The order reaches −0.9 at 9p* = 4.0 Torr. At 10 Torr of ligand, x = 10/0.447 = 22.4 and

k_eff = 0.760/23.4 = 0.0325 1/s.

A molecule now opens about 23 times before it decomposes. Doubling the ligand from 10 to 20 Torr multiplies the rate by 0.511, close to one half. Doubling it from 0.05 to 0.1 Torr multiplies the rate by 0.909, so the same relative change does little below the crossover.

The steady state is safe here. Without ligand the fragment population approaches its steady value with a time constant of about 12 microseconds, and that value is about 9×10⁻⁶ of the precursor's. The error bound k1/(4k2) is 2×10⁻⁶. The picture of wasted openings was also tested by following single molecules with random waiting times at 1 Torr of ligand. The simulated averages were 3.22 openings and a lifetime of 4.24 s; the formulas give 3.24 and 4.26 s, a difference within the sampling error allowed.

The parameters also imply an entropy of ligand loss, at a standard pressure of 1 bar, of 1.44 meV/K. It is positive, as expected when one molecule becomes two, and equals about 17 kB.

**What temperature does**

Suppose the ligand is held at a fixed pressure p, so that [L] = p/(kBT). Then x = krp/(kBTk2). With kr and the prefactors independent of temperature,

kBT² d ln k1/dT = E1
kBT² d ln x/dT = −(E2 + kBT),

where E1 and E2 are the barriers of the two steps. The term kBT comes from the thinning of the gas at fixed pressure. The apparent activation energy is kBT² d ln k_eff/dT, and since d ln(1 + x) = [x/(1 + x)] d ln x,

E_app = E1 + [x/(1 + x)](E2 + kBT).

It rises from 1.50 eV without ligand to 2.31 eV at 10 Torr. Heating opens more molecules, and it also helps each fragment to react before it is recaptured. For the same reason p* rises steeply, from 0.051 Torr at 450 K to 2.66 Torr at 550 K. A ligand pressure deep in the inverse regime at one temperature may lie near the crossover at a higher one.

**Ligand released by the precursor itself**

Decomposition supplies its own inhibitor. In a closed volume at fixed temperature, let P0 and L0 be the initial concentrations of precursor and ligand. Each decomposed molecule leaves one L behind, and the few fragments can be neglected, so [L] = L0 + P0 − [P]. Inserting this in the rate law and separating variables gives

−{1 + (L0 + P0 − [P])/L*} d[P]/[P] = k1 dt.

The constant part of the bracket integrates to a logarithm, and the part proportional to [P] integrates to a difference:

{1 + (L0 + P0)/L*} ln(P0/[P]) − (P0 − [P])/L* = k1t.

Setting [P] = P0/2 gives the half-time

t½ = {[1 + (L0 + P0)/L*] ln 2 − P0/(2L*)}/k1.

Pressures may replace concentrations in the ratios. With no inhibition at all the half-time would be ln 2/k1 = 0.912 s. For 0.01 Torr of precursor alone it is 0.918 s, so the released ligand hardly matters. For 5 Torr of precursor alone it is about 3.8 s: a concentrated precursor slows its own decay, which is then no longer first order. For 0.01 Torr of precursor with 10 Torr of added ligand it is 21.3 s. First-order decay requires P0 ≪ L0 + L*.

**How far the model reaches in a real reactor**

The temperature and total pressure are reasonable for reduced-pressure vapour deposition, but the barriers are round values, and p* is very sensitive to E2. A change of 0.1 eV in E2 shifts p* by exp(0.1/0.04309), about a factor of ten. The barrier E1 sets k1 and, with kr held fixed, does not affect p*. Ten Torr of ligand is also a thousand times the precursor pressure, a very large excess. Ligand added at 0.01 Torr would give x ≈ 0.02 and slow this reaction by about 2%.

Two corrections to the rate constants are moderate for the values assumed here. Collisions with the carrier gas may be too rare to keep the energetic molecules replenished. A Kassel estimate, which counts one collision in five as fully effective and takes 25 effective oscillators, lowers k1 to 0.975 and k2 to 0.881 of their high-pressure values. The result depends strongly on that number: with 12 oscillators both constants would fall to about half, although the two reductions would nearly cancel in p*. The recapture constant falls by the same factor as k1, since the carrier gas cannot change their equilibrium ratio. Hydrogen tunnelling raises k2 by about 1.32 in the Wigner estimate, for a barrier-frequency quantum of 0.12 eV. That quantum is larger than kBT, so the estimate is rough. Together these estimates multiply p* by 0.881 × 1.32/0.975 ≈ 1.2. The figure depends on the collision model: if each collision moves only 0.03 to 0.06 eV, k2 falls to roughly 0.6 to 0.8 of its high-pressure value and the factor on p* is about 0.9 to 1.1, so only "of order one" should be retained. The form of the law is unchanged if the ligand transfers energy like the carrier gas it replaces. A ligand that is a much better collider makes k1 and k2 drift with [L], and the ratio on doubling from 10 to 20 Torr then rises from 0.51 to about 0.52 with 25 oscillators, or about 0.53 with 12.

A second decomposition channel that needs no ligand loss would add a constant to k_eff, and at high enough [L] the rate would level off instead of falling as 1/[L]. With a prefactor of 10¹³ 1/s, such a channel adds about 10% to the rate at 10 Torr of ligand if its barrier is 1.54 eV, and more if the barrier is lower. The model also leaves out the return of the alkene formed by the elimination, which would make the forward step partly reversible.

An assumption that can easily fail in a deposition reactor is that nothing happens at the walls. For two plates 10 mm apart, the slowest diffusion mode carries molecules to the surface at about 8.6 1/s. This is only 10⁻⁴ of k2, so most fragments formed in the middle of the gas react before they arrive. But it is 11 times k1, so an intact precursor usually reaches a plate before it opens. If every arrival consumed it, whatever the ligand pressure, the total loss rate would fall only from 8.56 + 0.76 = 9.32 1/s without ligand to about 8.6 1/s with 10 Torr. The gas-phase rate per precursor molecule would still fall by a factor of 23, and the share of precursor that decomposes in the gas by about 21.5. The inverse law derived here therefore describes decomposition in the gas, and it carries over to the total consumption of precursor if loss at the surfaces is much slower than the inhibited gas-phase rate, which is about 0.03 1/s at 10 Torr of ligand. The numerical output below lists the values used.

Values computed for the example and the checks

```
temperature 500 K, kT = 0.04309 eV
total pressure 100 Torr, precursor 0.01 Torr
ligand loss: A1 = 1e+15 1/s, E1 = 1.5 eV
forward step: A2 = 1e+13 1/s, E2 = 0.8 eV
recapture coefficient kr = 1e+10 nm^3/s
ligand density at 1 Torr = 1.9313e-05 nm^-3
k1 = 0.7597 1/s
k2 = 8.6368e+04 1/s
recapture rate per Torr b = 1.9313e+05 1/(s Torr)
crossover p* = 0.4472 Torr = 59.62 Pa
crossover density L* = 8.6368e-06 nm^-3
pressure for order -0.9 = 4.025 Torr
largest steady-state error k1/(4 k2) = 2.20e-06
I/P without ligand = 8.80e-06
start-up time without ligand = 11.58 microseconds
ligand/Torr  x  k_eff/(1/s)  order  openings  E_app/eV
  0.000    0.000   0.75974  -0.000    1.000   1.500
  0.100    0.224   0.62090  -0.183    1.224   1.654
  0.447    1.000   0.37987  -0.500    2.000   1.922
  1.000    2.236   0.23477  -0.691    3.236   2.083
  4.025    9.000   0.07597  -0.900   10.000   2.259
 10.000   22.361   0.03252  -0.957   23.361   2.307
 20.000   44.722   0.01662  -0.978   45.722   2.325
rate ratio on doubling ligand, 0.05 to 0.1 Torr = 0.909
rate ratio on doubling ligand, 10 to 20 Torr = 0.511
simulated mean openings at 1 Torr = 3.219
simulated mean lifetime at 1 Torr = 4.235 s
formula mean lifetime at 1 Torr = 4.260 s
at 450 K: k1 = 0.0159 1/s, p* = 0.0511 Torr
at 550 K: k1 = 17.9949 1/s, p* = 2.6605 Torr
half-time ln2/k1 = 0.9123 s
half-time, 0.01 Torr precursor alone = 0.9180 s
half-time, 5 Torr precursor alone = 3.755 s
half-time, 0.01 Torr + 10 Torr ligand = 21.32 s
k1 = 50 k2, no ligand: steady-state/exact = 50.0
k1 = 50 k2, kr[L] = 5000 k2: steady-state/exact = 1.0100
implied dissociation entropy = 1.443 meV/K
fall-off inputs: 25 oscillators, 0.6 nm, efficiency 0.2
molecular masses: gas 28 u, precursor 300 u
effective collision rate = 2.81e+08 1/s
fall-off factors: k1 0.975, k2 0.881
tunnelling factor on k2 for 0.12 eV quantum = 1.323
p* factor from fall-off and tunnelling = 1.196
released ligand at full conversion / p* = 0.0224
diffusion coefficient = 86.7 mm^2/s
wall transport rate, 10 mm gap = 8.56 1/s
wall rate / k2 = 9.91e-05, / k1 = 11.3
intermediate travel length, no ligand = 31.7 micrometres
direct barrier for 10% share at 10 Torr = 1.537 eV
```
